\section*{Local-Density-of-States Preconditioning for Self-Consistent Metal-Semiconductor Contacts}

\section{Two error waves, by hand}

A self-consistent calculation starts from a trial potential energy $V$ of the electrons, finds their density, and computes a new potential from it. Suppose the trial differs from the solution by a wave $e(z)=e_0\sin qz$, first inside a metal and then inside a semiconductor. Gaussian units are used, the electron charge is $-e$ in the constant $e^2$, and $n$ is the electron number density. Here $F(V)$ denotes the Hartree potential energy of the density that $V$ produces.

In the metal a slow potential moves the local band bottom against a fixed Fermi level. With $D$ the density of states per energy and volume, spin included, the density changes by $\delta n=-De$. Poisson's equation for the electrons' potential energy is $U''=-4\pi e^2\delta n$. For a wave $U''=-q^2U$, so
\begin{equation}
\delta F=\frac{4\pi e^2}{q^2}\,\delta n=-\frac{k^2}{q^2}\,e,\qquad k^2=4\pi e^2D .
\end{equation}
The residual $R=F(V)-V$ is therefore $-(1+k^2/q^2)e$.

In the semiconductor electrons are only displaced. The force $-e'$ produces a number polarization $p=-(\chi/e^2)e'$, where $\chi$ is the susceptibility. Then $\delta n=-p'=(\chi/e^2)e''=-(\chi q^2/e^2)e$, and Poisson's equation gives $\delta F=-4\pi\chi e$. With $\epsilon_s=1+4\pi\chi$ the residual is $-\epsilon_s e$.

Take $k=15.79\ \mathrm{nm^{-1}}$, $\epsilon_s=11.36$ and one full wave across a slab of 10.24 nm, so that $q=2\pi/10.24=0.6136\ \mathrm{nm^{-1}}$. The damped step $V\to V+\alpha R$ multiplies the two errors by
\begin{equation}
1-663\,\alpha\quad\text{(metal)},\qquad 1-11.4\,\alpha\quad\text{(semiconductor)}.
\end{equation}
Stability in the metal requires $\alpha<2/663=0.0030$. This is charge sloshing: a small error returns as a large one of opposite sign.

Kerker's remedy multiplies each Fourier component of $R$ by $q^2/(q^2+k^2)=0.00151$. The metal factor becomes $1-\alpha$, and $\alpha=1$ removes that error in one step. The semiconductor factor becomes $1-0.0171\,\alpha$, and halving its error takes about 40 steps. The residual there never contained the large factor that Kerker screening divides out, so a correct signal is suppressed nearly to nothing.

Now apply the Kerker factor in the metal and none in the semiconductor. The factors are $1-\alpha$ and $1-11.36\,\alpha$. With $\alpha=2/(1+11.36)=0.162$ both have magnitude $0.838$, and both errors halve in about four steps. A wave filter cannot do this, because both waves have the same $q$. The preconditioner must know where it acts.

\section{The general error equation}

Let $V_*$ be the solution and $e=V-V_*$. Write $v$ for the Hartree operator and $\chi_0$ for the density response of independent electrons to the total potential. To first order $F(V)=V_*+v\chi_0e$, hence $R=-(1-v\chi_0)e$. The step $V\to V+\alpha P^{-1}R$ gives
\begin{equation}
e\to\left[1-\alpha P^{-1}(1-v\chi_0)\right]e .
\end{equation}

The response follows from perturbation theory. At fixed Fermi level $\mu$, the first-order orbitals are $\delta\psi_n=\sum_{m\ne n}\psi_m\langle m|\delta V|n\rangle/(\varepsilon_n-\varepsilon_m)$. Insert them in $\delta n=2\sum_nf_n(\psi_n^*\delta\psi_n+\mathrm{c.c.})$ and exchange the labels $n,m$ in the conjugate term. The denominator changes sign, so the occupations combine as a difference:
\begin{equation}
\chi_\mu(r,r')=2\sum_{nm}\frac{f_n-f_m}{\varepsilon_n-\varepsilon_m}\,
\psi_n^*(r)\psi_m(r)\psi_m^*(r')\psi_n(r').
\end{equation}
Terms with $n=m$ carry $f'(\varepsilon_n)$, from the change of occupation. The ratio is never positive, because $f$ decreases with energy.

Integrating over $r'$ leaves $n=m$ by orthogonality:
\begin{equation}
\int\chi_\mu(r,r')\,dr'=-D(r),\qquad D(r)=-2\sum_nf'(\varepsilon_n)|\psi_n(r)|^2 .
\end{equation}
This $D(r)$ is the local density of states (LDOS) at the Fermi level. At fixed electron number $\mu$ must shift so that $-\int D\,\delta V+D_{\rm tot}\,\delta\mu=0$, with $D_{\rm tot}=\int D$. The shift adds $D(r)\,\delta\mu$ to the density, so
\begin{equation}
\chi_0(r,r')=\chi_\mu(r,r')+\frac{D(r)D(r')}{D_{\rm tot}} .
\end{equation}
A constant potential now produces no response. Constants are physically irrelevant, and all functions below are taken with zero mean.

Set $L=v^{-1}=-\nabla^2/(4\pi e^2)$, $K=-\chi_0$, and $P=1+L^{-1}K_P$, where $K_P$ is a model of $K$. Then
\begin{equation}
P^{-1}(1-v\chi_0)=(L+K_P)^{-1}L\,L^{-1}(L+K)=(L+K_P)^{-1}(L+K).
\end{equation}
$L$ is positive. So is $K$, up to zero modes: with $K_\mu=-\chi_\mu\ge0$ and $K_\mu1=D$, minimizing $\langle x-c|K_\mu|x-c\rangle$ over the constant $c$ gives $\langle x|K_\mu|x\rangle-(\int Dx)^2/D_{\rm tot}=\langle x|K|x\rangle\ge0$. If $L+K_P$ is symmetric and positive, the eigenvalues $\lambda$ are real and positive, and each quotient
\begin{equation}
Q(x)=\frac{\langle x|L+K|x\rangle}{\langle x|L+K_P|x\rangle}
\end{equation}
lies between $\lambda_{\min}$ and $\lambda_{\max}$. Stability near the solution requires $\alpha\lambda_{\max}<2$. The best fixed $\alpha$ balances $1-\alpha\lambda_{\min}=\alpha\lambda_{\max}-1$, which gives $\alpha=2/(\lambda_{\min}+\lambda_{\max})$ and an error factor per step of $(\kappa-1)/(\kappa+1)$, with condition number $\kappa=\lambda_{\max}/\lambda_{\min}$.

\section{Why no uniform screening works}

Consider a periodic cell with a metal slab and a semiconductor slab, each of length $l$. Let $x_m$ be $\sin(2\pi z/l)$ in the metal and zero elsewhere, and let $x_s$ be the same function moved into the semiconductor. For any translation-invariant $L+K_P$ the denominators of $Q(x_m)$ and $Q(x_s)$ are equal. Since $\lambda_{\max}\ge Q(x_m)$ and $\lambda_{\min}\le Q(x_s)$,
\begin{equation}
\kappa\ge\frac{\langle x_m|L+K|x_m\rangle}{\langle x_s|L+K|x_s\rangle}
\simeq\frac{1+k^2/q^2}{\epsilon_s},\qquad q=\frac{2\pi}{l}.
\label{bound}
\end{equation}
The inequality holds for every choice of Kerker constant and for any other symmetric, positive filter that depends on wave vector alone. The last form uses the bulk responses of the first section and neglects the contact layers. For $l\gg2\pi/k$ it grows as $l^2$. Changing the Kerker constant moves the trouble between sloshing in the metal and suppression in the semiconductor, but cannot remove it.

\section{The local model and its algorithm}

For a potential that varies slowly on the scale of the electronic response, each point of a metal reacts as in the first section, $\delta n=-D(r)(\delta V-\delta\mu)$. This suggests
\begin{equation}
K_P(r,r')=D(r)\,\delta(r-r')-\frac{D(r)D(r')}{D_{\rm tot}} .
\end{equation}
The correction $y=P^{-1}R$ obeys $(L+K_P)y=LR$. The rank-one term need not be built. Solve instead
\begin{equation}
\left[-\nabla^2+4\pi e^2D(r)\right]y=-\nabla^2R .
\end{equation}
Integrated over the periodic cell, both Laplacians vanish, leaving $\int Dy=0$. The omitted term is then zero, and $y$ solves the full equation. Subtracting the mean of $y$ changes nothing, since $L$ and $K_P$ both annihilate constants.

One iteration runs as follows.
\begin{enumerate}
\item Diagonalize the Hamiltonian with $V$ and find $\mu$ from the electron number.
\item Form $n(r)$ and $D(r)$ from the same states.
\item Solve Poisson's equation for $F(V)$ and set $R=F(V)-V$.
\item Solve the screened equation for $y$ and remove its mean.
\item Replace $V$ by $V+\alpha y$, or pass $\alpha y$ to Anderson acceleration.
\end{enumerate}

A bulk region with dielectric constant $\epsilon$ from bound electrons and screening constant $k_r^2=4\pi e^2D$ from carriers has, for long waves,
\begin{equation}
\lambda_{\rm LDOS}=\frac{\epsilon q^2+k_r^2}{q^2+k_r^2},\qquad
\lambda_{\rm Kerker}=\frac{\epsilon q^2+k_r^2}{q^2+k^2}.
\end{equation}
Within this long-wave formula the first lies between 1 and $\epsilon$ for every carrier density; on shorter waves the carriers respond less than $D$ suggests, and the eigenvalue can fall below 1. The second tends to zero with $q$ in an empty gap. The LDOS method thus leaves a factor of order $\epsilon_s$, because $D(r)$ contains no interband polarization.

The method can fail when the level spacing of the metal greatly exceeds the smearing. If the Fermi level then falls in a gap between levels, $D(r)$ nearly vanishes although the metal still polarizes through transitions between levels, and sloshing returns.

\section{A layered contact}

The example has one orbital and one positive charge per atomic layer, with layer spacing $a=0.16$ nm and in-plane cell area $A=0.13\ \mathrm{nm^2}$. The in-plane wave vector enters through $s=[\cos\theta_1+\cos\theta_2+\cos(\theta_1+\theta_2)]/3$ on a $6\times6$ mesh. Metal layers have site energy $-2.0\,s$ eV plus a constant and hopping 1.2 eV, which is also the hopping across the contact. Semiconductor layers are paired by alternating hoppings $t_1=2.05+0.5(1-s)$ and $t_2=1.50$ eV. The Fermi smearing is 0.05 eV, and the potential is Hartree only.

The bulk metal has 0.2865 states per eV and layer cell, so
\begin{equation}
k^2=4\pi(1.440\ \mathrm{eV\,nm})\frac{0.2865\ \mathrm{eV^{-1}}}{0.13\times0.16\ \mathrm{nm^3}}=249\ \mathrm{nm^{-2}},
\end{equation}
which is the $k=15.79\ \mathrm{nm^{-1}}$ used above.

For the semiconductor let $h=t_1e^{-i\kappa_za}+t_2e^{i\kappa_za}=|h|e^{i\varphi}$, with $\kappa_z$ the normal wave vector. The bands are $\pm|h|$, and their two-component states differ in the sign of one component of equal weight. The interband position element therefore has magnitude $|\varphi'|/2$. From $\varphi'=\mathrm{Im}(h'h^*)/|h|^2$ and $h'=ia(-t_1e^{-i\kappa_za}+t_2e^{i\kappa_za})$,
\begin{equation}
\varphi'=-\frac{a(t_1^2-t_2^2)}{|h|^2},
\end{equation}
since the cross terms of $h'h^*$ are real. Second-order perturbation theory gives $2e^2(\varphi'/2)^2/(2|h|)$ per state. With two spins and division by $A$,
\begin{equation}
\epsilon_s=1+4\pi\left\langle\frac{e^2a^2}{2A}\int_{-\pi/2a}^{\pi/2a}\frac{d\kappa_z}{2\pi}\,
\frac{(t_1^2-t_2^2)^2}{|h|^5}\right\rangle_s=11.36 .
\end{equation}
This is the response to a smooth total potential, without local fields. The sum over pairs of states on a ring of 128 layers gives 11.28 for its longest wave. Local fields are large in this model: when the screened potential is free to divide its drop unequally between strong and weak bonds, the macroscopic constant $\epsilon_M=1/[(L+K)^{-1}L]_{qq}$ on the same ring is only about 7.1.

\section{Reading the numbers}

The condition numbers at the self-consistent solution are:
\begin{center}
\begin{tabular}{rrrr}
$l$ (nm) & none & Kerker & LDOS\\
2.56 & 72.5 & 25.5 & 8.1\\
5.12 & 264 & 94.7 & 12.0\\
10.24 & 1007 & 383 & 16.7
\end{tabular}
\end{center}
Here the Kerker constant is the bulk metal's. The first two columns grow roughly fourfold per doubling. In the largest cell the inequality in (\ref{bound}) gives $674.9/11.53=58.5$, and its bulk estimate gives 58. The best of twelve Kerker constants, from zero to ten times the metal's $k^2$, reached only 214.

The LDOS column still rises, by nearly 40\% in the last doubling, so these sizes do not display a plateau. One is expected: in a bulk insulator $K$ vanishes as $q^2$, like $L$, so their ratio has a finite maximum independent of $l$. This is an argument for each bulk region, not a proof for the contact. The largest LDOS eigenvalue, 12.07, slightly exceeds $\epsilon_s$. That is allowed, since a potential may concentrate its gradient on the more polarizable bonds.

Damped runs in the largest cell started from the solution plus a half-sine error of $+0.1$ eV in the metal and $-0.1$ eV in the semiconductor. Each scheme used $\alpha=1.6/\lambda_{\max}$. After 30 steps the difference between the largest and smallest error, initially 200 meV, was 73 meV without preconditioning, 142 meV with Kerker and 2 meV with LDOS.

Kerker did worse here than no preconditioning, despite its smaller condition number, because this error is rich in its slowest mode. The Fermi level roughly follows the metal's mean error, $0.1\times2/\pi=0.064$ eV, so the barrier starts wrong by about $-0.1-0.064=-0.164$ eV. With $\lambda_{\min}=0.0047$ and $\alpha=0.89$, thirty steps multiply this by $(1-0.0042)^{30}=0.88$, giving $-0.144$ eV; the run gave $-0.141$ eV. A small change per step would have been a misleading sign of convergence.

With Anderson acceleration from $V=0$, LDOS came within 1 meV of the solution in 10 steps for $l=5.12$ nm and 12 for $l=10.24$ nm. These runs kept twelve previous differences. Kerker needed 17 steps in the first case and had not arrived after 49 in the second. That count depends on the history length: with twenty differences Kerker arrives in about 30 steps.

The printed LDOS values in semiconductor layers 1, 3 and 5 are below 0.2\% of the bulk metal value, but they do not measure the total weight of gap states. At midgap the amplitudes on odd layers would have to grow into the slab by $t_1/t_2$ per pair, so the decaying state lives on the even layers. The self-consistent Fermi level lies only 0.02 eV below midgap, close to this case.

\section{Beside a real contact}

The layer geometry and gap are in the rough regime of a metallic silicide on (111) silicon: a gap of 1.10 eV against roughly 1.1 eV. The screening is weaker: silicon's dielectric constant of about 12 is a macroscopic value and should be compared with the model's $\epsilon_M\approx7.1$, not with $\epsilon_s$. The band masses were not fitted. At the zone-centre edge the model has 0.13 free-electron masses along the normal and about 2 in the plane, so its decay lengths and carrier densities should not be read as silicon's. The model's electron barrier is 0.62 eV from the sampled band edge, or 0.57 eV from the zone-centre edge, which the mesh misses by 0.045 eV. Barriers of roughly 0.6 to 0.8 eV are typical of such contacts to n-type silicon, but the agreement in size has no predictive value, since the hoppings were chosen. The smearing corresponds to about 580 K. Silicon's indirect gap, in-plane fields and correlation are absent.

Real devices are doped. In a continuum estimate that leaves out the contact layers, full depletion bends the bands over half the slab by $2\pi e^2N_d(l/2)^2/\epsilon_M$, which is about 3 meV for $N_d=10^{17}\ \mathrm{cm^{-3}}$ and $l=10.24$ nm (using $\epsilon_s$ would give 2.1 meV). At $10^{19}\ \mathrm{cm^{-3}}$ the same formula gives about 0.3 eV, and the undoped slab, flat away from its contacts, is no longer a fair model.

A local exchange kernel $f_x$ adds $f_xD$ to the unpreconditioned metal eigenvalue. At the model's mean density $f_xD=-0.49$. After Kerker or LDOS division this becomes $-0.49\,q^2/(q^2+k^2)$, negligible for the long waves that cause sloshing but appreciable on the scale of a layer. The remaining values are in the numerical output.

\section*{Computed values}
\begin{verbatim}
layer spacing 0.16 nm, cell area 0.13 nm^2, kT 0.05 eV
metal hopping 1.2, in-plane 2.0, contact 1.2 eV
semiconductor hopping 2.05, 1.5, in-plane 0.5 eV
Fermi level above midgap before contact: 0.20 eV
gap at zone centre 1.100 eV, sampled 1.189 eV
in-plane samples (distinct): 11
bulk metal density of states: 0.2865 per eV per layer cell
k_TF = 15.79 1/nm, 1/k_TF = 0.0633 nm
epsilon_s: formula 11.362, pair sum on ring 11.280
response vs finite difference, relative error: 4.3e-09
== 16+16 layers, each slab 2.56 nm ==
plain  lambda 1.6721 to 121.18, condition number 72.5
Kerker lambda 0.0707 to 1.80, condition number 25.5
LDOS   lambda 0.6031 to 4.90, condition number 8.1
sine quotients: metal 46.4, semicond. 8.54
lower bound 5.4, best Kerker 15.6
electron Schottky barrier: 0.6082 eV
== 32+32 layers, each slab 5.12 nm ==
plain  lambda 1.6610 to 439.25, condition number 264.5
Kerker lambda 0.0190 to 1.80, condition number 94.7
LDOS   lambda 0.7711 to 9.29, condition number 12.0
sine quotients: metal 173.1, semicond. 10.81
lower bound 16.0, best Kerker 53.9
electron Schottky barrier: 0.6187 eV
Anderson steps to 1 meV (cap 50): Kerker 17, LDOS 10
== 64+64 layers, each slab 10.24 nm ==
plain  lambda 1.6592 to 1671.64, condition number 1007.5
Kerker lambda 0.0047 to 1.80, condition number 383.1
LDOS   lambda 0.7251 to 12.07, condition number 16.7
sine quotients: metal 674.9, semicond. 11.53
lower bound 58.5, best Kerker 214.2
electron Schottky barrier: 0.6174 eV
Anderson steps to 1 meV (cap 50): Kerker 50, LDOS 12
largest cell: q = 0.6136 1/nm, 1+k_TF^2/q^2 = 663.0
estimate of bound: 58.3
Kerker estimate eps_s q^2/(q^2+k_TF^2): 0.0171
LDOS / bulk metal value, semiconductor layers 1, 3, 5, 9, 33:
  1.41e-03, 5.66e-04, 2.43e-04, 5.01e-05, 4.66e-06
damped runs, 30 steps, initial error spread 0.200 eV
plain  alpha 0.00096, spread 73.12 meV, barrier error -71.68 meV
Kerker alpha 0.88983, spread 141.75 meV, barrier error -140.74 meV
LDOS   alpha 0.13251, spread 1.95 meV, barrier error -1.40 meV
exchange/Hartree kernel at q=pi/l: -1.9e-04
exchange kernel times metal D: -0.492
band bending for 1e17 cm^-3 doping: 2.09 meV
thermal-carrier screening length, mid-slab: 98.9 nm
24x24 in-plane grid: D 0.2866 per eV, epsilon_s 11.363
\end{verbatim}
